\section*{The lower bound on Warren-Cowley short-range order in binary alloys}

\section{The lower bound on short-range order}

A supercell calculation of a semiconductor alloy begins with a decision about which atom goes on which site. If the cell is to represent short-range order, one chooses target Warren--Cowley parameters for several neighbour shells and searches for an arrangement that has them. A target that would require a negative number of atom pairs can be met by no cell, however large. The bound derived here removes such targets before any electronic-structure calculation is started. It has the same form in every shell, but the geometry of a shell may impose a stronger one.

\subsection{Pair probabilities and their sums}

Let each of $N$ crystal sites hold either A or B. The fraction of B is $x$, with
\begin{equation}
0<x\leq \tfrac12 ,
\label{eq:minority}
\end{equation}
so B is the minority species. Let $b_i=1$ if site $i$ holds B and $b_i=0$ otherwise, and let $a_i=1-b_i$. Then $\sum_i b_i=Nx$.

Choose a neighbour shell $s$, and let $s(i)$ be the set of sites in that shell around site $i$. Every site is assumed to have the same number $z$ of such neighbours, as in a periodic crystal of the diamond structure. There are then $Nz$ ordered pairs, each physical pair being counted once in each direction. The probability of finding species A on the first site and B on the second is
\begin{equation}
P_{AB}=\frac{1}{Nz}\sum_i\sum_{j\in s(i)}a_i b_j .
\label{eq:pab}
\end{equation}
The other three probabilities are defined in the same way. If $j$ is a neighbour of $i$, then $i$ is a neighbour of $j$. Interchanging the names of the two sites therefore gives $P_{AB}=P_{BA}$.

The sum over the species on the first site follows from $a_i+b_i=1$:
\begin{align}
P_{AB}+P_{BB}
&=\frac{1}{Nz}\sum_i\sum_{j\in s(i)}(a_i+b_i)b_j \nonumber\\
&=\frac{1}{Nz}\sum_j b_j\sum_{i\in s(j)}1
=\frac{1}{Nz}\sum_j z\,b_j=x .
\label{eq:bsum}
\end{align}
The second line uses the equal coordination of all sites. The same calculation with $a_j$ in place of $b_j$, together with $P_{BA}=P_{AB}$, gives
\begin{equation}
P_{AA}+P_{AB}=1-x .
\label{eq:asum}
\end{equation}
These sums do not require the two sublattices of a diamond-structure alloy to have equal compositions; $x$ is the average over all sites. They hold for every arrangement with a given $x$, so they also hold after an average over many such arrangements.

\subsection{The bound}

For independent occupations, $P_{AB}=x(1-x)$. The Warren--Cowley parameter measures the departure from this value:
\begin{equation}
\alpha=1-\frac{P_{AB}}{x(1-x)},
\qquad
P_{AB}=x(1-x)(1-\alpha).
\label{eq:alpha}
\end{equation}
A negative $\alpha$ means more unlike pairs than in the random alloy, and a positive $\alpha$ means fewer.

Inserting \eqref{eq:alpha} into \eqref{eq:bsum} gives
\begin{align}
P_{BB}&=x-x(1-x)(1-\alpha)\nonumber\\
&=x-x(1-x)+x(1-x)\alpha
=x^2+x(1-x)\alpha .
\label{eq:pbb}
\end{align}
From \eqref{eq:asum} one obtains
\begin{align}
P_{AA}&=(1-x)-x(1-x)(1-\alpha)\nonumber\\
&=(1-x)(1-x)+x(1-x)\alpha
=(1-x)^2+x(1-x)\alpha .
\label{eq:paa}
\end{align}

All three probabilities must be nonnegative. Since $x(1-x)>0$, division by it preserves the direction of an inequality, and
\begin{align}
P_{AB}\geq0&\quad\Longrightarrow\quad \alpha\leq1,\nonumber\\
P_{BB}\geq0&\quad\Longrightarrow\quad \alpha\geq-\frac{x}{1-x},\nonumber\\
P_{AA}\geq0&\quad\Longrightarrow\quad \alpha\geq-\frac{1-x}{x}.
\label{eq:three}
\end{align}
For $x\leq1/2$ we have $x/(1-x)\leq1\leq(1-x)/x$, so the second condition is the stronger of the two lower bounds. Hence
\begin{equation}
\boxed{-\frac{x}{1-x}\leq\alpha\leq1}
\label{eq:bound}
\end{equation}
in every shell. Neither the shell radius nor $z$ appears. For $x>1/2$ the third condition in \eqref{eq:three} is the stronger, which amounts to exchanging the names of the species.

The physical content is seen from the surroundings of a B atom. The probability that a chosen neighbour of a B atom is A equals $P_{AB}/x=(1-x)(1-\alpha)$. It cannot exceed one, and it equals one when $\alpha=-x/(1-x)$. At the bound, no B atom has a B neighbour in that shell. In general the mean number of B neighbours of a B atom is
\begin{equation}
n_{BB}=\frac{zP_{BB}}{x}=z\,[x+(1-x)\alpha].
\label{eq:nbb}
\end{equation}

In the dilute limit the lower bound approaches $-x$. A random dilute alloy has few B--B pairs, so little can be gained by removing them. At $x=1/2$ the bound is $-1$, and equality would make every pair in the shell unlike.

\subsection{Which shells can reach the bound}

Equation \eqref{eq:bound} is a necessary condition. Whether equality is possible depends on whether B atoms at fraction $x$ can be placed with no two of them neighbours in the chosen shell.

Measure the positions of a diamond-structure crystal in units of $a/4$, where $a$ is the cubic lattice constant. One fcc sublattice has all coordinates even, the other all odd. The first four shells have squared distances 3, 8, 11 and 16 in these units. A displacement within a sublattice has three even components and hence an even squared length; one between opposite sublattices has three odd components and hence an odd squared length. Shells 1 and 3 therefore join opposite sublattices. If all B atoms lie on one sublattice, which has room for them when $x\leq1/2$, then $P_{BB}=0$ in both shells and both reach the bound.

Shell 4 consists of displacements by $a$ along the cubic axes. It connects sites within simple-cubic lattices, each of which divides into two halves that alternate like the colours of a three-dimensional chessboard. Placing B on one colour again gives $P_{BB}=0$ for $x\leq1/2$. In a rectangular periodic block of cubic cells, the two colours match across the boundaries only if every edge contains an even number of cubic cells. For supercell vectors $(n_1,n_2,n_3)a$ with integer $n_i$, the condition is that $n_1+n_2+n_3$ be even for each vector.

Shell 2 is different. It is the nearest-neighbour shell of each fcc sublattice, and four fcc sites can be mutual nearest neighbours. One such tetrahedron is
\begin{equation}
(0,0,0),\quad(2,2,0),\quad(2,0,2),\quad(0,2,2).
\label{eq:tetra}
\end{equation}
Let $n$ be the number of B atoms on a tetrahedron, and let angle brackets denote the average over all tetrahedra on both sublattices. Every site belongs to the same number of tetrahedra, so $\langle n\rangle=4x$. Every shell-2 pair belongs to two tetrahedra, so averaging over tetrahedra also weights all pairs equally. A tetrahedron has $4\times3=12$ ordered pairs, of which $n(n-1)$ are B--B pairs. Thus
\begin{equation}
12P_{BB}=\langle n(n-1)\rangle .
\label{eq:tetrapairs}
\end{equation}

No integer lies strictly between 1 and 2, so $(n-1)(n-2)\geq0$ for every possible $n$. Expansion gives $n^2-3n+2\geq0$, or
\begin{equation}
n(n-1)\geq2n-2 .
\label{eq:integer}
\end{equation}
Averaging \eqref{eq:integer} and using \eqref{eq:tetrapairs} yields $12P_{BB}\geq8x-2$. Together with $P_{BB}\geq0$,
\begin{equation}
P_{BB}\geq\max\left[0,\frac{4x-1}{6}\right].
\label{eq:pbbtetra}
\end{equation}
Solving \eqref{eq:pbb} for $\alpha$ then gives, for shell 2 and $1/4\leq x\leq1/2$,
\begin{equation}
\alpha_2\geq
\frac{(4x-1)/6-x^2}{x(1-x)} .
\label{eq:alphatetra}
\end{equation}

This stronger bound can be reached. Each fcc sublattice consists of four simple-cubic subsets, and each tetrahedron has one site from each subset, as \eqref{eq:tetra} illustrates. Fill the first subset with B and place B on a fraction $4x-1$ of the second. Every tetrahedron then contains one or two B atoms, and \eqref{eq:integer} is an equality for both numbers. For $x\leq1/4$, partial filling of one subset leaves at most one B per tetrahedron, and the pair bound itself is reached.

At $x=1/2$, equation \eqref{eq:alphatetra} gives $(1/6-1/4)/(1/4)=-1/3$, whereas the pair bound is $-1$. The difference is geometric frustration: two species cannot make all six pairs of a tetrahedron unlike.

Small cells show the same separation. Listing every occupation of the eight-site cubic cell, repeated periodically, gives the following lowest values of $\alpha$:
\begin{center}
\begin{tabular}{ccc}
$x$ & shell 1 & shell 2\\
0.125 & $-0.143$ & $-0.143$\\
0.250 & $-0.333$ & $-0.333$\\
0.375 & $-0.600$ & $-0.244$\\
0.500 & $-1.000$ & $-0.333$
\end{tabular}
\end{center}
The two shells part company above $x=1/4$, where \eqref{eq:pbbtetra} first requires B--B pairs.

Targets in different shells can also conflict. At $x=1/2$, setting $\alpha_1=-1$ makes every first-shell bond unlike. Following bonds through the connected crystal then puts all A on one fcc sublattice and all B on the other. Every shell-2 pair is alike, so $\alpha_2=+1$. A list of targets that satisfies \eqref{eq:bound} shell by shell may therefore still describe no crystal.

\subsection{An alloy with thirty per cent B}

Take a model diamond-structure alloy with $x=0.30$ and $a=0.55\,\mathrm{nm}$. The pair bound is
\begin{equation}
-\frac{0.30}{0.70}=-0.4286 .
\label{eq:example}
\end{equation}
The condition from $P_{AA}$ would permit values down to $-0.70/0.30=-2.33$ and adds no restriction.

The first shell has four neighbours at $0.238\,\mathrm{nm}$. At its bound, $P_{AB}=x=0.30$, $P_{BB}=0$ and $P_{AA}=0.70-0.30=0.40$. The second shell has twelve neighbours at $0.389\,\mathrm{nm}$. There \eqref{eq:pbbtetra} gives $P_{BB}\geq(1.20-1)/6=0.0333$, and
\begin{equation}
\alpha_2\geq\frac{0.0333-0.0900}{0.2100}=-0.270 .
\label{eq:example2}
\end{equation}
By \eqref{eq:nbb}, a B atom then has on average at least $12\times0.0333/0.30=1.33$ B neighbours in shell 2. A target of $-0.40$ is thus possible in shell 1 and impossible in shell 2.

Pairs were counted in a periodic cell of 8000 sites with 2400 B atoms, for two ordered arrangements. In the first, B occupies randomly chosen sites of one fcc sublattice. In the second, B fills one simple-cubic subset of each fcc sublattice, and the remaining 400 B atoms are placed at random on a second subset of each, occupying a fifth of those sites overall. The counts give
\begin{center}
\begin{tabular}{lcccc}
arrangement & $\alpha_1$ & $\alpha_2$ & $\alpha_3$ & $\alpha_4$\\
one fcc sublattice & $-0.429$ & $0.433$ & $-0.429$ & $0.433$\\
simple-cubic subsets & $-0.0006$ & $-0.270$ & $0.0005$ & $0.809$
\end{tabular}
\end{center}
The large positive values have a simple origin. In the first arrangement B has density 0.6 on half the sites and is random there, so a pair within a sublattice has expected $P_{BB}=\frac12(0.6)^2=0.18$. Equation \eqref{eq:pbb} gives $\alpha=(0.18-0.09)/0.21=0.429$; the counted 0.433 includes the fluctuation of one random filling. In the second arrangement shell 4 stays within a simple-cubic subset, so $P_{BB}\simeq\frac14(1^2+0.2^2)=0.26$ and $\alpha_4\simeq0.81$. In both arrangements, the excess of unlike neighbours in one shell is accompanied by an excess of like neighbours in another.

\subsection{When the assumptions are changed}

\paragraph{Composition.} The bound must be evaluated with the composition of the sample or cell whose pairs are counted. Its slope is
\begin{equation}
\frac{d}{dx}\left(-\frac{x}{1-x}\right)=-\frac{1}{(1-x)^2},
\label{eq:slope}
\end{equation}
which is $-2.04$ at $x=0.30$. If the true fraction is 0.31, the bound moves by $-0.021$.

\paragraph{A third species.} With dopants or vacancies present, let $x_A$ and $x_B$ be the site fractions of A and B, and define $\alpha_{AB}=1-P_{AB}/(x_Ax_B)$. The pairs with B on the second site have total probability $x_B$, so $P_{AB}\leq x_B$ and
\begin{equation}
\alpha_{AB}\geq1-\frac1{x_A}.
\label{eq:third}
\end{equation}
Likewise $P_{AB}\leq x_A$ gives $\alpha_{AB}\geq1-1/x_B$, so \eqref{eq:third} is the stronger of the two conditions when $x_B\leq x_A$. Without a third species, $x_A=1-x$ and \eqref{eq:third} returns the pair bound. Replacing 16 of the 8000 atoms, all of them A, by dopants corresponds to $9.6\times10^{19}\,\mathrm{cm^{-3}}$. Then $x_A=0.698$ and the bound is $-0.433$, a shift of $-0.004$.

\paragraph{Free surfaces.} Equation \eqref{eq:bsum} need not hold if sites have different numbers of neighbours. Consider an unreconstructed (001) film of $M$ atomic layers. Interior atoms have four first-shell neighbours and atoms in the two outer layers have two, so the mean is $4-4/M$. If B avoids the outer layers, the fraction of bond ends occupied by B is
\begin{equation}
y=\frac{4x}{4-4/M}=\frac{xM}{M-1}.
\label{eq:y}
\end{equation}
With all B on one sublattice, $P_{BB}=0$ and $P_{AB}=y$. Normalising with the site fraction $x$ gives $\alpha=1-y/[x(1-x)]$, which lies below \eqref{eq:bound} by
\begin{equation}
\frac{y-x}{x(1-x)}=\frac{1}{(1-x)(M-1)} .
\label{eq:surfaceshift}
\end{equation}
For $M=40$, a thickness of $5.5\,\mathrm{nm}$, one finds $y=0.3077$ and $\alpha=-0.465$, lower than the crystal bound by 0.037. No probability is negative; the reference composition is wrong for the bonds. Normalising with $y(1-y)$ gives $-y/(1-y)=-0.444$, the pair bound at composition $y$.

\paragraph{Temperature.} Temperature does not enter \eqref{eq:bound}, but it affects how closely an alloy that favours unlike bonds approaches the lower bound in equilibrium. Let first-shell bonds have energies $E_{AA}$, $E_{BB}$ and $E_{AB}$, and define
\begin{equation}
D=E_{AA}+E_{BB}-2E_{AB}.
\label{eq:D}
\end{equation}
Positive $D$ favours unlike bonds. Consider a bond network without closed rings, in a phase where all sites are equivalent. Cutting one bond separates the network into two branches. If $g_i$ is the summed statistical weight of a branch that ends in species $i$, then $P_{ij}\propto g_ig_j e^{-E_{ij}/kT}$. The factors $g_i$ cancel in the ratio
\begin{equation}
\frac{P_{AA}P_{BB}}{P_{AB}^2}=\eta,
\qquad \eta=e^{-D/kT}.
\label{eq:ratio}
\end{equation}
Write $q=x(1-x)$. Since $(1-x)^2+x^2=1-2q$, equations \eqref{eq:pbb} and \eqref{eq:paa} give
\begin{equation}
P_{AA}P_{BB}=q^2+q(1-2q)\alpha+q^2\alpha^2
=q^2(1-\alpha)^2+q\alpha .
\label{eq:product}
\end{equation}
Setting this equal to $\eta q^2(1-\alpha)^2$ and dividing by $q$ yields
\begin{equation}
\alpha=-q(1-\eta)(1-\alpha)^2 .
\label{eq:thermal}
\end{equation}
For $|D|\ll kT$ this reduces to $\alpha\simeq-x(1-x)D/kT$. For $\eta\to0$, \eqref{eq:ratio} shows that $P_{AA}P_{BB}\to0$, and the root continuous with $\alpha=0$ tends to $-x/(1-x)$. Equation \eqref{eq:thermal} does not describe the whole cooling path at every composition. On a ring-free network with $z$ neighbours per site, sufficiently strong cooling makes B prefer one sublattice when $x>1/z$. This includes $x=0.30$ for $z=4$, where it sets in at $\eta\simeq0.107$, or $kT\simeq0.45D$. Below that temperature the sites are no longer equivalent and \eqref{eq:thermal} ceases to give the equilibrium order, although $\alpha$ still tends to $-x/(1-x)$ as $\eta\to0$, because B--B bonds vanish in that phase as well.

Choose $D=20\,\mathrm{meV}$ and $T=900\,\mathrm{K}$, for which $kT=77.6\,\mathrm{meV}$. Then $\eta=0.773$ and \eqref{eq:thermal} gives $\alpha_1=-0.053$. Diamond does contain rings, so this is an approximation. A Metropolis Monte Carlo calculation with exchanges of A and B atoms, on 1000 periodic sites at fixed $x=0.30$, gives $-0.0540\pm0.0005$, where the uncertainty is statistical. Fixed atom numbers alone give a random cell $\alpha=-1/(N-1)=-0.001$, comparable with the difference between the two results, so the comparison does not resolve an effect of the rings. Under these conditions the order reaches about one eighth of the pair bound.

\subsection{Use for a real layer}

The composition, lattice constant and $D$ above were chosen for illustration and describe no particular alloy. Among the ways in which a real layer departs from the assumptions are an uncertain composition, dopants and boundaries. For the stated numbers these move the first-shell limit by 0.021, 0.004 and 0.037 respectively. The last figure is for an unreconstructed free-standing film with B absent from its outer layers. If the surface atoms pair into dimers, each gains one neighbour, the mean coordination becomes $4-2/M$, and the shift falls to 0.018. A layer bonded to other crystals needs its own count of bond ends. At fixed $x$ and with the same arrangement, \eqref{eq:surfaceshift} makes the surface shift fall nearly as the inverse thickness.

For a periodic two-species supercell in the diamond structure, a shell-1 target should first be compared with \eqref{eq:bound} at the cell's own composition, and a shell-2 target with \eqref{eq:alphatetra} when the minority fraction $x$ exceeds $1/4$. Failure rules the target out. Passing leaves two questions open: whether the cell can come close enough to each target, since a finite cell offers only discrete values of $\alpha$, and whether all the shell targets can be met together. The search for an arrangement must decide both.
